**Oxygen-vacancy removal and the conditions for usable holes**

A neutral bulk oxide reaches a chosen hole density p* only if N_A ≥ (C + p*)(1 + p*/K), with K = (N_v/g) exp(−E_A/kT). Here N_A is the active acceptor density, C the donor charge density, E_A the acceptor level above the valence edge, N_v the valence-band effective density of states and g the neutral-acceptor degeneracy. The program solves charge neutrality with Fermi–Dirac integrals and state sums, and asserts that the closed hole density and the thresholds in N_A, C and E_A agree with that solution. It also asserts that 40 random sets of donors without acceptors never exceed the intrinsic hole density, within numerical tolerance. Further assertions cover the fall of vacancy charge with Fermi level, the solubility law, the rise of vacancy density, the hydrogenic acceptor and the surface depletion width. In the output, removing vacancies from the acceptor-free film leaves p near 6×10⁻³⁷ cm⁻³. Of the eight films, only the one with enough shallow acceptors, no vacancies and few other donors passes 10¹⁶ cm⁻³, with p = 3.6×10¹⁶ cm⁻³. The parameters are round values in the rough regime of ZnO, and the shallow acceptor is an idealization.

## Verification by program

```python
"""
Result under test: removing oxygen vacancies alone cannot give usable holes.
A hole density p_use needs an active acceptor density
    N_A >= (C + p_use) * (1 + p_use/K),  K = (N_v/g) exp(-E_A/kT),
where C is the donor charge density, E_A the acceptor level above the valence
edge, N_v the valence-band effective density and g the neutral degeneracy.
Without acceptors p <= n_i for every set of donors.
Energies are in eV from the valence edge, densities in cm^-3.
The full solver uses band integrals and state sums, not the formula above.
Parameters are round values in the rough regime of ZnO.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import gammaln

q = const.e
k_eV = const.k / const.e
T_room, T_growth = 300.0, 900.0
kT = k_eV * T_room
gap, mass_e, mass_h, eps_r = 3.4, 0.25, 0.8, 8.5
g_acc = 4
E_shallow, E_deep = 0.15, 1.3
donor_depth = 0.05
vac_plus_0, vac_2plus_plus = 1.8, 2.6
N_don, N_vac, N_acc = 1e17, 5e17, 5e17
N_acc_low, N_don_high = 5e16, 4e17
p_use, mobility, N_site = 1e16, 5.0, 4e22
surface_bending = 3.0

# Each state of a centre: (charge, degeneracy, energy at zero Fermi level)
VACANCY = [(0, 1, 0.0), (1, 2, -vac_plus_0),
           (2, 1, -vac_plus_0 - vac_2plus_plus)]
DONOR = [(0, 2, 0.0), (1, 1, -(gap - donor_depth))]


def acceptor(level):
    return [(0, g_acc, 0.0), (-1, 1, level)]


t_grid = np.linspace(0.0, 8.0, 401)
t_step = t_grid[1] - t_grid[0]


def band_density(mass, distance, T):
    """Carriers in a parabolic band, Fermi level 'distance' into the gap."""
    occupation = 1 / (1 + np.exp(t_grid**2 + distance / (k_eV * T)))
    integral = 2 * (const.k * T)**1.5 * np.sum(t_grid**2 * occupation) * t_step
    prefactor = (2 * mass * const.m_e / const.hbar**2)**1.5 / (2 * np.pi**2)
    return prefactor * integral * 1e-6


def charge_stats(states, fermi, T):
    z, g, energy = np.array(states, dtype=float).T
    logw = np.log(g) - (energy + z * fermi) / (k_eV * T)
    w = np.exp(logw - logw.max())
    w /= w.sum()
    mean = np.sum(w * z)
    return mean, np.sum(w * (z - mean)**2)


def solve(centres, T=T_room):
    """Bisection on neutrality; returns Fermi level, n and p."""
    low, high = -0.3, gap + 0.3
    for _ in range(60):
        fermi = 0.5 * (low + high)
        net = band_density(mass_h, fermi, T)
        net -= band_density(mass_e, gap - fermi, T)
        for density, states in centres:
            net += density * charge_stats(states, fermi, T)[0]
        if net > 0:
            low = fermi
        else:
            high = fermi
    return (fermi, band_density(mass_e, gap - fermi, T),
            band_density(mass_h, fermi, T))


def effective_density(mass, T=T_room):
    return 2e-6 * (mass * const.m_e * const.k * T
                   / (2 * np.pi * const.hbar**2))**1.5


def acceptor_K(level):
    return N_v / g_acc * np.exp(-level / kT)


def holes_closed(N_A, C, K):
    return 0.5 * (-(C + K) + np.sqrt((C + K)**2 + 4 * K * (N_A - C)))


def needed_acceptors(C, K):
    return (C + p_use) * (1 + p_use / K)


N_c, N_v = effective_density(mass_e), effective_density(mass_h)
n_i = np.sqrt(N_c * N_v) * np.exp(-gap / (2 * kT))
K_sh, K_dp = acceptor_K(E_shallow), acceptor_K(E_deep)
SHALLOW, DEEP = acceptor(E_shallow), acceptor(E_deep)

films = {
    "1 donors + vacancies": [(N_don, DONOR), (N_vac, VACANCY)],
    "2 donors, no vacancies": [(N_don, DONOR)],
    "3 no defects": [],
    "4 shallow acc., vacancies kept":
        [(N_don, DONOR), (N_vac, VACANCY), (N_acc, SHALLOW)],
    "5 shallow acc., no vacancies": [(N_don, DONOR), (N_acc, SHALLOW)],
    "6 too few shallow acc.": [(N_don, DONOR), (N_acc_low, SHALLOW)],
    "7 deep acc.": [(N_don, DONOR), (N_acc, DEEP)],
    "8 too many other donors": [(N_don_high, DONOR), (N_acc, SHALLOW)],
}
result = {name: solve(centres) for name, centres in films.items()}
rows = list(result.values())

# Only the film meeting all conditions is usable
assert [row[2] >= p_use for row in rows] == [False] * 4 + [True] + [False] * 3
assert rows[6][2] > rows[6][1] and rows[7][2] > rows[7][1]
assert rows[3][2] < rows[3][1] and rows[5][2] < rows[5][1]
assert abs(rows[0][1] / rows[1][1] - 1) < 1e-9
assert abs(rows[2][2] / n_i - 1) < 1e-6

# Intrinsic ceiling for arbitrary single and double donors
rng = np.random.default_rng(4)
for _ in range(40):
    centres = []
    for _ in range(3):
        a, b = rng.uniform(0.1, gap - 0.05, 2)
        states = [(0, 1, 0.0), (1, 2, -a), (2, 1, -a - b)]
        centres.append((10**rng.uniform(-11, 18), states))
    assert solve(centres)[2] <= n_i * (1 + 1e-6)

# Donor charge falls with Fermi level, also for a negative-U centre
for fermi in (1.9, 2.15, 2.2, 2.23, 2.5):
    step = 1e-5
    slope = (charge_stats(VACANCY, fermi + step, T_room)[0]
             - charge_stats(VACANCY, fermi - step, T_room)[0]) / (2 * step)
    expected = -charge_stats(VACANCY, fermi, T_room)[1] / kT
    assert abs(slope - expected) < 1e-4 * abs(expected) + 1e-8

# Closed hole density; tolerance covers weak band degeneracy
p_good = holes_closed(N_acc, N_don, K_sh)
p_comp = holes_closed(N_acc, N_don_high, K_sh)
assert abs(p_good / rows[4][2] - 1) < 3e-3
assert abs(p_comp / rows[7][2] - 1) < 3e-3


def log_ratio(centres):
    return np.log(solve(centres)[2] / p_use)


# Thresholds found by the full solver against the criterion
for vacancies in (0.0, 5e16, N_vac):
    root = brentq(lambda x: log_ratio(
        [(N_don, DONOR), (vacancies, VACANCY), (10**x, SHALLOW)]), 16, 20)
    formula = needed_acceptors(N_don + 2 * vacancies, K_sh)
    assert abs(10**root / formula - 1) < 3e-3
need_clean = needed_acceptors(N_don, K_sh)
need_vac = needed_acceptors(N_don + 2 * N_vac, K_sh)
need_deep = needed_acceptors(N_don, K_dp)
C_max = N_acc / (1 + p_use / K_sh) - p_use
root = brentq(lambda x: log_ratio([(10**x, DONOR), (N_acc, SHALLOW)]), 15, 18)
assert abs(10**root / C_max - 1) < 3e-3
E_max = kT * np.log(N_v / (g_acc * p_use) * (N_acc / (N_don + p_use) - 1))
root = brentq(lambda x: log_ratio(
    [(N_don, DONOR), (N_acc, acceptor(x))]), 0.05, 0.6)
assert abs(root - E_max) < 1e-4
p_deep_full = solve([(N_don, DONOR), (N_site, DEEP)])[2]
assert need_deep > N_site and p_deep_full < p_use

# Dilute solubility from the most probable count on a finite lattice
sites, cost = 10**6, 6.0
count = np.arange(1, 20000)
log_weight = (gammaln(sites + 1) - gammaln(count + 1)
              - gammaln(sites - count + 1) - cost * count)
best = count[np.argmax(log_weight)]
assert abs(best / (sites * np.exp(-cost)) - 1) < 5e-3
kT_growth = k_eV * T_growth
formation_max = kT_growth * np.log(N_site / need_clean)

# Growth of equilibrium vacancy density when the Fermi level falls


def vacancy_sum(fermi):
    return sum(g * np.exp(-(e + z * fermi) / kT_growth)
               for z, g, e in VACANCY)


fermi_hi, fermi_lo = 1.5, 1.0
vacancy_rise = vacancy_sum(fermi_lo) / vacancy_sum(fermi_hi)
rise_formula = np.exp(2 * (fermi_hi - fermi_lo) / kT_growth)
assert abs(vacancy_rise / rise_formula - 1) < 1e-4

# Hydrogenic acceptor checked by a radial finite-difference problem
rydberg = const.physical_constants["Rydberg constant times hc in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
E_hyd, a_hyd = rydberg * mass_h / eps_r**2, bohr_nm * eps_r / mass_h
h = 0.006
r = h * np.arange(1, 2001)
kinetic = const.hbar**2 / (2 * mass_h * const.m_e) / q * 1e18
coulomb = q / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9
value, vector = eigh_tridiagonal(
    2 * kinetic / h**2 - coulomb / r, np.full(r.size - 1, -kinetic / h**2),
    select="i", select_range=(0, 0))
mean_r = np.sum(r * vector[:, 0]**2)
assert abs(-value[0] / E_hyd - 1) < 1e-3
assert abs(mean_r / (1.5 * a_hyd) - 1) < 1e-3

# Sizes of effects left out of the usable film
p_double = holes_closed(N_acc, N_don, 2 * K_sh)
p_half = holes_closed(N_acc, N_don, K_sh / 2)
spacing_density = (N_acc * 1e-21)**(1 / 3)
lowering = coulomb * spacing_density
p_lowered = holes_closed(N_acc, N_don, K_sh * np.exp(lowering / kT))
overlap = spacing_density * a_hyd
film5 = films["5 shallow acc., no vacancies"]
p_cold, p_hot = solve(film5, 250.0)[2], solve(film5, 400.0)[2]

# Hole loss below an electron-rich surface: depletion formula and Poisson
eps_cm = eps_r * const.epsilon_0 / 100
width = np.sqrt(2 * eps_cm * surface_bending / (q * (N_acc - N_don))) * 1e7
phi = np.geomspace(1e-5 * kT, surface_bending, 20001)
p_phi = p_good * np.exp(-phi / kT)
rho = N_acc / (1 + p_phi / K_sh) - N_don - p_phi
area = cumulative_trapezoid(rho, phi, initial=0) + rho[0] * phi[0] / 2
field = np.sqrt(2 * q / eps_cm * area)
dead = trapezoid(-np.expm1(-phi / kT) / field, phi) * 1e7
# The sharp-edge formula omits a tail of a few nm, hence 15 percent
assert abs(width / dead - 1) < 0.15

print(f"Temperature {T_room:.0f} K, kT = {kT:.5f} eV, gap = {gap} eV")
print(f"Masses: electron {mass_e}, hole {mass_h} m0; permittivity {eps_r}")
print(f"N_c = {N_c:.3e}, N_v = {N_v:.3e} cm^-3; g = {g_acc}")
print(f"Intrinsic density n_i = {n_i:.3e} cm^-3")
print(f"Other donors {N_don:.1e} cm^-3, {donor_depth} eV below band")
print(f"Vacancies {N_vac:.1e} cm^-3; +/0 at {vac_plus_0} eV")
print(f"Vacancy 2+/+ at {vac_2plus_plus} eV, "
      f"2+/0 at {(vac_plus_0 + vac_2plus_plus) / 2:.2f} eV")
print(f"Acceptors {N_acc:.1e} cm^-3; low case {N_acc_low:.1e} cm^-3")
print(f"High donor case {N_don_high:.1e} cm^-3")
print(f"Usable hole density chosen: {p_use:.1e} cm^-3")
print(f"K shallow ({E_shallow} eV) = {K_sh:.3e} cm^-3")
print(f"K deep ({E_deep} eV) = {K_dp:.3e} cm^-3")
print("Film: E_F (eV), n (cm^-3), p (cm^-3)")
for name, (fermi, n, p) in result.items():
    print(f"{name}: {fermi:.3f}, {n:.2e}, {p:.2e}")
print(f"Closed-form p, film 5: {p_good:.3e} cm^-3")
print(f"Closed-form p, film 8: {p_comp:.3e} cm^-3")
print(f"N_A needed, shallow, no vacancies: {need_clean:.3e} cm^-3")
print(f"N_A needed, shallow, vacancies kept: {need_vac:.3e} cm^-3")
print(f"N_A needed, deep, no vacancies: {need_deep:.2e} cm^-3")
print(f"Oxygen sites (rough): {N_site:.1e} cm^-3")
print(f"p if formally every site held a deep acceptor: "
      f"{p_deep_full:.2e} cm^-3")
print(f"Largest donor charge for usable film: {C_max:.3e} cm^-3")
print(f"Deepest usable acceptor level: {E_max:.4f} eV")
print(f"Growth at {T_growth:.0f} K: kT = {kT_growth:.5f} eV")
print(f"Largest acceptor formation energy: {formation_max:.3f} eV")
print(f"Vacancy rise, E_F {fermi_hi} to {fermi_lo} eV: {vacancy_rise:.2e} times")
print(f"Hole mobility chosen: {mobility} cm2/Vs")
print(f"Resistivity at usable limit: {1/(q*p_use*mobility):.1f} ohm cm")
print(f"Resistivity of film 5: {1/(q*rows[4][2]*mobility):.1f} ohm cm")
print(f"Hydrogenic acceptor: {E_hyd:.4f} eV, radius {a_hyd:.3f} nm")
print(f"Radial solution: {-value[0]:.4f} eV, mean r {mean_r:.3f} nm")
print(f"Degeneracy error in film 5 p: {100*(p_good/rows[4][2]-1):.3f} percent")
print(f"Film 5 p, N_v/g halved: {p_half:.2e} cm^-3")
print(f"Film 5 p, N_v/g doubled: {p_double:.2e} cm^-3")
print(f"Coulomb level lowering estimate: {lowering:.4f} eV")
print(f"Film 5 p with that lowering: {p_lowered:.2e} cm^-3")
print(f"Impurity overlap N_A^(1/3) a: {overlap:.4f} (dimensionless)")
print(f"Film 5 p at 250 K: {p_cold:.2e} cm^-3")
print(f"Film 5 p at 400 K: {p_hot:.2e} cm^-3")
print(f"Surface band bending chosen: {surface_bending} eV")
print(f"Depletion width, sharp edge: {width:.1f} nm")
print(f"Equivalent hole-free thickness, Poisson: {dead:.1f} nm")
print("no test failed")
```

Printed output:

```
Temperature 300 K, kT = 0.02585 eV, gap = 3.4 eV
Masses: electron 0.25, hole 0.8 m0; permittivity 8.5
N_c = 3.137e+18, N_v = 1.796e+19 cm^-3; g = 4
Intrinsic density n_i = 2.073e-10 cm^-3
Other donors 1.0e+17 cm^-3, 0.05 eV below band
Vacancies 5.0e+17 cm^-3; +/0 at 1.8 eV
Vacancy 2+/+ at 2.6 eV, 2+/0 at 2.20 eV
Acceptors 5.0e+17 cm^-3; low case 5.0e+16 cm^-3
High donor case 4.0e+17 cm^-3
Usable hole density chosen: 1.0e+16 cm^-3
K shallow (0.15 eV) = 1.356e+16 cm^-3
K deep (1.3 eV) = 6.503e-04 cm^-3
Film: E_F (eV), n (cm^-3), p (cm^-3)
1 donors + vacancies: 3.304, 7.50e+16, 5.68e-37
2 donors, no vacancies: 3.304, 7.50e+16, 5.68e-37
3 no defects: 1.723, 2.07e-10, 2.07e-10
4 shallow acc., vacancies kept: 2.205, 2.66e-02, 1.61e-18
5 shallow acc., no vacancies: 0.160, 1.19e-36, 3.62e+16
6 too few shallow acc.: 3.285, 3.62e+16, 1.18e-36
7 deep acc.: 1.300, 1.65e-17, 2.60e-03
8 too many other donors: 0.223, 1.32e-35, 3.25e+15
Closed-form p, film 5: 3.621e+16 cm^-3
Closed-form p, film 8: 3.253e+15 cm^-3
N_A needed, shallow, no vacancies: 1.911e+17 cm^-3
N_A needed, shallow, vacancies kept: 1.929e+18 cm^-3
N_A needed, deep, no vacancies: 1.69e+36 cm^-3
Oxygen sites (rough): 4.0e+22 cm^-3
p if formally every site held a deep acceptor: 2.60e+02 cm^-3
Largest donor charge for usable film: 2.778e+17 cm^-3
Deepest usable acceptor level: 0.1906 eV
Growth at 900 K: kT = 0.07756 eV
Largest acceptor formation energy: 0.950 eV
Vacancy rise, E_F 1.5 to 1.0 eV: 3.98e+05 times
Hole mobility chosen: 5.0 cm2/Vs
Resistivity at usable limit: 124.8 ohm cm
Resistivity of film 5: 34.5 ohm cm
Hydrogenic acceptor: 0.1507 eV, radius 0.562 nm
Radial solution: 0.1506 eV, mean r 0.843 nm
Degeneracy error in film 5 p: 0.052 percent
Film 5 p, N_v/g halved: 2.12e+16 cm^-3
Film 5 p, N_v/g doubled: 5.85e+16 cm^-3
Coulomb level lowering estimate: 0.0134 eV
Film 5 p with that lowering: 5.22e+16 cm^-3
Impurity overlap N_A^(1/3) a: 0.0446 (dimensionless)
Film 5 p at 250 K: 1.13e+16 cm^-3
Film 5 p at 400 K: 1.16e+17 cm^-3
Surface band bending chosen: 3.0 eV
Depletion width, sharp edge: 83.9 nm
Equivalent hole-free thickness, Poisson: 90.2 nm
no test failed
```
